Supply energy for switching a small ferroelectric memory capacitor

**Problem**

A ferroelectric memory capacitor has area A = 0.01 µm² and remanent polarization Pr = 20 µC/cm². It is in the state −Pr. A supply held at the constant voltage V = 1.5 V is connected to it through a resistor until the current has stopped. The capacitor is then disconnected from the supply and discharged to zero volts through ground, and it is left in the state +Pr.

(a) Find the energy that the supply delivers for the lasting reversal of the polarization, leaving out the energy spent on charge that flows back when the capacitor is discharged.

(b) Say how this energy can be separated from the rest in a measurement.

(c) Where does the energy go, and does the resistance matter?

(d) For a hafnia-based film 10 nm thick in a memory array, estimate what the answer to (a) leaves out.

**Conventions**

Polarization is counted positive in the direction towards which a positive supply voltage drives it. The remanence Pr is the polarization at zero voltage, and the two remanent states are taken to have equal magnitude. With u the voltage across the film, the free charge on the driven electrode is

q = A P + C u.

Here C is the linear capacitance and P is the remaining polarization, which carries the hysteresis. Leakage is neglected until part (d).

**Solution of (a)**

The area must be in the same length unit as the remanence. Since 1 µm = 10⁻⁴ cm, 1 µm² = 10⁻⁸ cm², and

A = 0.01 × 10⁻⁸ cm² = 10⁻¹⁰ cm².

While the voltage is applied, the polarization may exceed +Pr, but the charge belonging to this excess flows back in the discharge, as does the charge of the linear capacitance. Both are left out here and treated in (b). Between the states before and after the pulse the polarization goes from −Pr to +Pr, so its lasting change is

ΔP = Pr − (−Pr) = 2 Pr = 40 µC/cm².

The factor 2 belongs to a single reversal. The charge that the supply must move for it is

Q = 2 Pr A = (40 × 10⁻⁶ C/cm²)(10⁻¹⁰ cm²) = 4.0 × 10⁻¹⁵ C = 4.0 fC,

or about 25 000 electrons.

The supply delivers the power V i, where i is the current. Its voltage is constant while the charge flows, so V can be taken out of the integral:

W = ∫ V i dt = V ∫ i dt = V Q = 2 Pr A V.

With the numbers,

W = (4.0 fC)(1.5 V) = 6.0 fJ.

This is about 37 keV, or 1.5 eV for each electron moved.

There is no factor ½. That factor appears in the energy stored in a linear capacitor, ½CV², because the voltage across the capacitor rises in proportion to its charge. The quantity asked for here is the energy leaving the supply, and every unit of charge leaves the supply at the full voltage V. For the same reason a supply at constant voltage delivers CV², not ½CV², when it charges a linear capacitor.

The reverse operation, with voltage −V, changes the sign of both the voltage and the charge. Their product is unchanged, so a cycle there and back takes 12 fJ of switching energy. Writing a state that is already present takes no switching energy.

**Solution of (b)**

While the voltage is applied, the polarization can exceed its remanent value. Call it P_V. At the start of the pulse u = 0 and P = −Pr. At the end of the charging stage the current is zero, so there is no voltage across the resistor and u = V. The charge delivered is therefore

Δq₁ = (A P_V + C V) − (−A Pr) = A (P_V + Pr) + C V.

During the discharge through ground the supply is disconnected and neither gives nor receives energy. The first pulse thus costs

W₁ = V [A (P_V + Pr) + C V].

Now apply an identical second pulse. The film starts from +Pr, rises to P_V and returns to +Pr, so

W₂ = V [A (P_V − Pr) + C V].

In the difference, both P_V and C drop out:

W₁ − W₂ = V A [(P_V + Pr) − (P_V − Pr)] = 2 Pr A V.

The second pulse measures all the reversible charge, whether or not it is linear in the voltage. Subtracting it leaves the energy found in (a). This requires that the first pulse completes the reversal and that the film keeps its state between the pulses.

**Solution of (c)**

To follow the energy, a definite film law is needed. Let p = P/Pr, and take

u = Vc (3√3/2)(p³ − p) + η dp/dt.

The first term is the static law. It vanishes at p = ±1, the two remanent states. Starting from p = −1, the static voltage rises to a maximum where 3p² − 1 = 0, at p = −1/√3. There p³ − p = 2/(3√3), so the maximum is Vc, the coercive voltage. The second term is a viscous resistance to switching.

The supply voltage is shared between the resistor R and the film, so V = iR + u. Multiplying by i gives

V i = i² R + u i.

With i = dq/dt = C du/dt + Pr A dp/dt, the power entering the film and its linear capacitance is

u i = d(½Cu²)/dt + dG/dt + Pr A η (dp/dt)²,

G = Pr A Vc (3√3/2)(p⁴/4 − p²/2).

The function G is the energy stored by the static law: its derivative with respect to p is Pr A times the static voltage. It contains only even powers of p, so it has the same value at p = −1 and p = +1. The term ½Cu² is zero before the pulse and after the discharge. Over the complete pulse the stored energy has therefore not changed, and, if the discharge also passes through R,

W₁ = ∫ i² R dt + ∫ Pr A η (dp/dt)² dt.

All the energy drawn has become heat, the first part in the resistor and the second in the film. The resistance affects how the heat is shared. It does not enter W₁ or W₂, provided that the pulse is long enough for the current to stop.

These statements were tested by integrating the circuit equations in time, with Vc = 1 V, η = 1 V ns, C = 0.266 fF, and 60 ns each for the charging and discharging stages, both through the same resistor. At 1.5 V the static law gives P_V/Pr = 1.2146, so the second pulse should cost

W₂ = (1.5 V)(2.0 fC)(0.2146) + (0.266 fF)(1.5 V)² = 0.644 fJ + 0.598 fJ = 1.242 fJ.

The integration gives W₂ = 1.242 fJ and W₁ = 7.242 fJ, a difference of 6.000 fJ, for 10 kΩ and for 100 kΩ alike. The heat in the resistor during the first pulse is 0.74 fJ for the smaller resistance and 1.78 fJ for the larger, with the remainder of W₁ released in the film. The cubic law serves here as a test case with a large reversible response. It is not fitted to hafnia. Its division of the heat should not be carried over to real films, because it describes one uniform domain. With a large R that domain moves slowly along the negative-slope branch of the static law, dp/dt is small throughout, and the film heat tends to zero (about 0.3 fJ at 10 MΩ with a longer pulse). A film whose regions switch separately does not behave this way. For an ideal rectangular loop the switching charge dissipates Q Vc = 4 fJ in the film and Q(V − Vc) = 2 fJ in the resistor, whatever the resistance.

The voltage can be varied with the other settings fixed. At 2.0 V the difference is 8.0 fJ, in proportion to V. At 0.8 V, below the coercive voltage, the film returns to −Pr after the pulse and the difference is zero. The formula 2 Pr A V does not apply there, because its premise of a complete reversal fails.

The constant voltage is also a premise. Suppose that the film has an ideal rectangular loop, with all its switching charge flowing at Vc = 1 V, and that the source voltage is raised slowly from zero. Then W = ∫ v dq, where v is the source voltage at the moment the charge flows, and the switching part is

W = Q Vc = (4.0 fC)(1 V) = 4 fJ.

This is the hysteresis loss of that ideal film for one reversal. The saving is real only if the source that makes the ramp is itself efficient. If the ramp is made by passing the charge through a regulating transistor from a fixed 1.5 V rail, the rail still delivers QV = 6 fJ.

**Solution of (d)**

The following parameters are rough typical values, chosen to find the size of each effect.

*Linear capacitance of the cell.* A relative permittivity of 30 and a thickness of 10 nm give C = 0.266 fF. The supply delivers CV² = 0.60 fJ to charge it, which is 10 % of the switching energy.

*Wiring.* If the supply must also charge an array wire of 20 fF from zero to 1.5 V, it delivers

(20 fF)(1.5 V)² = 45 fJ.

This is 7.5 times the switching energy of one cell. With such a wire, 6 fJ is a poor estimate of the energy per write operation, although it remains the correct switching part.

*Leakage.* A leakage current density of 10⁻³ A/cm², whatever its mechanism, flowing for 100 ns costs

(10⁻³ A/cm²)(10⁻¹⁰ cm²)(1.5 V)(10⁻⁷ s) = 1.5 × 10⁻²⁰ J = 1.5 × 10⁻⁵ fJ.

For these values it is negligible.

*Loss of remanence.* W is proportional to Pr. If heating or fatigue lowers both remanent states by 10 %, or if 10 % of the area of a uniform film fails to switch, W falls by 0.6 fJ. The difference in stored charge between the two states, which is the signal available for reading, falls by the same fraction, so this is not a gain in efficiency.

*Grains.* The cell is small enough for its grains to be counted. If it is a square of side 100 nm and the grains are 15 nm wide, it holds about N = 44 of them. Suppose that their polar axes are randomly oriented and independent, and that each grain contributes the component of its polarization normal to the film. For random directions the cosine of the angle to the normal is uniformly distributed between 0 and 1. Its mean is 1/2 and its variance is 1/12, so its standard deviation relative to the mean is (1/√12)/(1/2) = 1/√3. Averaging over N grains divides this by √N:

relative scatter = 1/√(3N) = 1/√132 = 8.7 %.

If 20 µC/cm² is the average over many cells, the switching energy of individual cells then scatters by about 0.5 fJ around 6 fJ. This estimate assumes that every grain switches. A grain whose polar axis is tilted far from the normal feels only a small component of the field along that axis and may stay unswitched, which lowers the mean and raises the scatter. As a crude example, let a grain switch only when the field component along its axis exceeds 1 MV/cm, that is, when the cosine exceeds 2/3. Then one third of the grains switch and carry 1 − (2/3)² = 5/9 of the charge, so the energy is 3.3 fJ and the relative scatter rises to about 21 %. Preferred orientation of the grains would also change the estimate.

**Comparison with real films**

A remanence of 20 µC/cm², a thickness of 10 nm and a coercive field near 1 MV/cm are in the usual range for hafnia-based ferroelectric films. The applied field is

1.5 V / 10 nm = 1.5 MV/cm,

which is below a rough breakdown field of 4 MV/cm. That comparison alone does not settle the lifetime under repeated switching. The voltage is on the low side for this thickness: the field is only 1.5 times the coercive field, and films of this kind are often driven harder to reach their full remanence. A real film also has no single sharp coercive voltage, since its regions switch at different fields and the result depends on the pulse length. Complete reversal is therefore an assumption to check in a real cell, and each 10 % of the switchable charge left unswitched lowers the energy by 0.6 fJ. This equals 10 % of the area only in a uniform film: with random grain axes the most tilted tenth of the grains carries just 0.06 fJ. At the level of the array, a wire of the 20 fF assumed above is a much larger correction. The numerical output below lists the parameters and the circuit test at 10 kΩ and 100 kΩ.

Table of computed values

```
GIVEN
area = 0.01 um2 = 1.0e-10 cm2
remanence = 20.0 uC/cm2
supply voltage = 1.50 V
RESULT
polarization change = 40.0 uC/cm2
switched charge = 4.000 fC
switched charge = 24966 electrons
switching supply energy = 6.000 fJ
switching supply energy = 37.45 keV
cycle there and back = 12.000 fJ
CIRCUIT TEST
film thickness = 10.0 nm
coercive field = 1.0 MV/cm
coercive voltage = 1.00 V
test-film P/Pr under voltage = 1.2146
series resistance = 10 kilohm
  first pulse energy = 7.2416 fJ
  second pulse energy = 1.2416 fJ
  difference = 6.0000 fJ
  difference, negative pulses = 6.0000 fJ
  first pulse heat in resistor = 0.7392 fJ
  first pulse heat in film = 6.5023 fJ
series resistance = 100 kilohm
  first pulse energy = 7.2416 fJ
  second pulse energy = 1.2416 fJ
  difference = 6.0000 fJ
  difference, negative pulses = 6.0000 fJ
  first pulse heat in resistor = 1.7750 fJ
  first pulse heat in film = 5.4665 fJ
difference at 2.0 V = 8.0000 fJ
size of difference at 0.8 V = 0.0000 fJ
NEGLECTED EFFECTS (rough parameters)
relative permittivity = 30
linear cell capacitance = 0.266 fF
linear cell charging = 0.598 fJ
linear / switching energy = 10.0 %
array wire capacitance = 20 fF
array wire charging = 45.0 fJ
wire / switching energy = 7.5
leakage density = 1e-03 A/cm2
leakage pulse length = 100 ns
leakage energy = 1.5e-05 fJ
assumed remanence loss = 10 %
energy change from that loss = -0.60 fJ
grain width = 15 nm, grains per cell = 44
cell-to-cell scatter = 8.7 %
cell-to-cell energy scatter = 0.52 fJ
applied field = 1.50 MV/cm
breakdown field = 4.0 MV/cm
```
